How precisely does one image give the variance of interface roughness?

**Question.** The height of a rough interface is recorded over a square of side L, and its variance is computed as the average of the squared height. Another square of the same interface would give a somewhat different number. How large is this statistical error, and how does it fall as the image grows? Does a finer pixel grid reduce it?

**Answer.** The error depends on how many independent pieces of surface the image contains, so the answer needs a statement of how heights at different points are related.

**The model and the estimate**

Let h(r) be the height at the point r in the plane, measured from a known mean level, so that ⟨h⟩ = 0. Angle brackets denote an average over many statistically identical surfaces. The heights are jointly Gaussian, and their covariance depends on the distance between two points alone:

C(r) = ⟨h(r₁) h(r₁ + r)⟩ = Δ² exp(−r²/Λ²).

Here Δ is the rms height and Λ the correlation length, the distance at which the covariance has dropped to 1/e of its value at r = 0. This definition fixes the prefactor of the result. If the covariance is written as Δ² exp(−r²/(2ℓ²)) instead, then Λ = √2 ℓ must be inserted below.

The measured variance is

V = (1/L²) ∫ h(r)² d²r,

with the integral over the image. Since ⟨h²⟩ = Δ² at every point, ⟨V⟩ = Δ². The estimate has no bias, whatever the image size. What remains is its scatter from image to image, and "error" below means the standard deviation of V divided by Δ².

**How squared heights are correlated**

The variance of an average is the double average of the covariance of the quantity averaged:

var(V) = (1/L⁴) ∫∫ cov(h₁², h₂²) d²r₁ d²r₂,

where h₁ and h₂ are the heights at r₁ and r₂. We need the covariance of the squares, while the model gives that of the heights. Let c = C(r₁ − r₂)/Δ² be the correlation coefficient and write

h₂ = c h₁ + g.

This defines g. It is uncorrelated with h₁, because ⟨h₁g⟩ = ⟨h₁h₂⟩ − c⟨h₁²⟩ = cΔ² − cΔ² = 0. For jointly Gaussian quantities, zero correlation implies independence. The variance of g follows from Δ² = c²Δ² + ⟨g²⟩, so ⟨g²⟩ = (1 − c²)Δ². Squaring h₂ and multiplying by h₁² gives

⟨h₁²h₂²⟩ = c²⟨h₁⁴⟩ + 2c⟨h₁³⟩⟨g⟩ + ⟨h₁²⟩⟨g²⟩.

The middle term vanishes because ⟨g⟩ = 0. For a Gaussian height, integration by parts gives ⟨h·h³⟩ = Δ²⟨3h²⟩ = 3Δ⁴. Therefore

⟨h₁²h₂²⟩ = 3c²Δ⁴ + (1 − c²)Δ⁴ = Δ⁴ + 2c²Δ⁴.

Subtracting ⟨h₁²⟩⟨h₂²⟩ = Δ⁴ leaves

cov(h₁², h₂²) = 2c²Δ⁴ = 2C(r₁ − r₂)².

Two consequences matter later. At a single point c = 1, so var(h²) = 2Δ⁴. And the squares lose their correlation faster than the heights do, because c² = exp(−2r²/Λ²) falls off over a distance shorter by √2.

**The large image**

Insert this covariance into the double integral. If L is much larger than Λ, nearly every point r₁ lies many correlation lengths from the edge, and the integral over r₂ can be extended to the whole plane. It then has the same value for every r₁, and the integral over r₁ contributes a factor L²:

var(V) ≈ (2Δ⁴/L²) ∫₀^∞ exp(−2r²/Λ²) 2πr dr.

The radial integral is 2π · Λ²/4 = πΛ²/2. Hence

var(V)/Δ⁴ ≈ πΛ²/L²,

and the square root gives the leading result for a large image:

std(V)/Δ² = √π Λ/L.

The error is inversely proportional to the side, or to the square root of the area. To halve it, one needs twice the side and four times the area. The rms height does not appear: a smoother surface with the same Λ has the same relative error.

**What "large" means**

The integral can also be done for any L. Because exp(−2r²/Λ²) is a product of a function of x and the same function of y, the fourfold integral is the square of a twofold one:

var(V)/Δ⁴ = 2J²,

J = (1/L²) ∫₀ᴸ∫₀ᴸ exp(−2(x − x′)²/Λ²) dx dx′.

Pairs of points on a line of length L with separation u > 0 have a range L − u for the position of the left point, and either point may be the left one. With s = u/L and a = √2 L/Λ this gives

J = 2 ∫₀¹ (1 − s) exp(−a²s²) ds.

The two parts are elementary:

∫₀¹ exp(−a²s²) ds = √π erf(a)/(2a),

∫₀¹ s exp(−a²s²) ds = [1 − exp(−a²)]/(2a²).

Thus

J = √π erf(a)/a − [1 − exp(−a²)]/a²,

and the relative error for any image size is √2 J. When a is large, erf(a) tends to 1 and exp(−a²) to 0, both with exponentially small corrections. What is left is

√2 J ≈ √2 √π Λ/(√2 L) − √2 Λ²/(2L²)

= (√π Λ/L) [1 − Λ/(√(2π) L)].

The bracket is the edge correction. A point near the border has fewer correlated neighbours inside the image, so the double integral is slightly smaller than the large-image estimate. The simple law therefore errs on the high side, by a fraction of about 0.4 Λ/L.

At L = 10Λ the simple law gives 17.7 % and the full formula 17.0 %. At L = 3Λ they give 59 % and 51 %. At L = Λ the simple law gives 177 %, against 108 % from the full formula, and is no longer useful.

In the opposite limit, L much smaller than Λ, the exponential in J is 1 over the whole image and J = 2∫₀¹(1 − s) ds = 1. The relative error is then √2, or 141 %. The whole image has practically one height, and V is the square of one Gaussian number.

**Independent patches and pixels**

For N independent heights with a known mean, the average of the squares has the relative variance 2/N, since each square has the variance 2Δ⁴. Equating this to πΛ²/L² defines an effective number of independent heights in the image:

N = 2L²/(πΛ²).

Each stands for a patch of area L²/N = πΛ²/2. The number of pixels does not enter, provided that they are fine enough to represent the integral.

The pixel spacing p at which this begins to hold can be read from the squared correlation between neighbours, exp(−2p²/Λ²). At p = 2Λ it is exp(−8), about 0.0003, and the pixels are practically independent. At p = Λ it is exp(−2), about 0.135, and no longer negligible. Along one row, a pixel far from the edge then has the sum of squared correlations

1 + 2 exp(−2) + 2 exp(−8) + … ≈ 1.27.

The image is a product of two such directions. With n pixels per side, the relative variance 2/n² of independent pixels is multiplied by 1.27², and the relative error √2/n by 1.27.

Take L = 50Λ, with L held fixed while the grid is refined. With 25 pixels per side, p = 2Λ, the error is 5.66 %, the same as for independent pixels. With 50 per side, p = Λ, it is 3.58 %, whereas independence would give 2.83 %. With 100 and with 400 per side it is 3.52 % in both cases. Treating the 400 × 400 pixels as independent would suggest 0.35 %, ten times too little. For this Gaussian covariance, once the spacing is about Λ, a finer grid measures the same patches again, and a smaller error requires more area. The spacing needed depends on the shape of the covariance. For the form exp(−√2 r/Λ) treated below, the same image gives 3.27 % at p = Λ, 2.61 % at p = Λ/2 and 2.50 % at p = Λ/4, against a limit of 2.48 %.

**From the variance to the rms height**

Write V = Δ²(1 + ε), where ε is the relative deviation found in one image. For small ε,

√V = Δ(1 + ε)^(1/2) ≈ Δ(1 + ε/2).

The relative error of the rms height is therefore half that of the variance, √π Λ/(2L). This requires ε to be small, and so a large image.

**Numbers for a silicon surface**

Consider a silicon (001) surface at its thermal oxide, with the rough typical values Δ = 0.30 nm and Λ = 2.0 nm, and an image of side L = 100 nm. The true variance is Δ² = 0.0900 nm², and L/Λ = 50. The error of the variance is

√π Λ/L = 1.772 × 2.0/100 = 0.0354,

or 3.5 %. In absolute terms it is 0.0354 × 0.0900 nm² = 0.0032 nm². The finite-size formula gives 3.52 % instead of 3.54 %, a difference of no practical weight. The rms height has a relative error of 1.8 %, or 0.005 nm.

The patch area is π × (2.0 nm)²/2 = 6.28 nm², and the image holds 10 000/6.28 ≈ 1592 patches. An error of 1 % in the variance would need a side of 1.772 × 2.0 nm/0.01 ≈ 354 nm.

A set of 6000 simulated Gaussian surfaces with these parameters, sampled every 1 nm, gave a scatter of 3.46 % in the variance and 1.73 % in the rms height. A standard deviation found from 6000 nearly normal values is itself uncertain by about 1/√12 000 = 0.9 % of its value, and the simulated 3.46 % lies below the finite-size value of 3.52 % by slightly less than two such uncertainties. This is an acceptable sampling deviation.

Of the simulated variances, 69.9 % lay within one predicted error of Δ², where a normal distribution gives 68.3 %. Part of the excess arises because the predicted interval, 3.54 %, is slightly wider than the scatter of this sample. That raises the expected share to about 69.4 %, and the rest is within the sampling uncertainty of 0.6 percentage points. The error may thus be read as an ordinary one-sigma interval here.

**What happens when the mean is not known**

Often the mean level is taken from the image itself. Subtracting the image mean m lowers the measured variance by m², whose average is

⟨m²⟩ = (1/L⁴) ∫∫ C(r₁ − r₂) d²r₁ d²r₂ ≈ (Δ²/L²) ∫ exp(−r²/Λ²) d²r = πΛ²Δ²/L².

The relative bias is −πΛ²/L², equal in size to the square of the relative statistical error. This equality is special to the Gaussian covariance; for the exponential form below the bias is twice the squared error. In the example it is −0.13 %, far below the scatter of 3.5 %.

Subtracting a fitted plane removes two tilt components as well. Let φ be a tilt function, linear in x or y, with zero mean and a mean square of 1 over the image. Its coefficient is (1/L²)∫hφ d²r. Since φ hardly changes over a distance Λ, the variance of this coefficient is approximately

(πΛ²Δ²/L⁴) ∫ φ² d²r = πΛ²Δ²/L²,

the same as for the mean. The three components together give a bias of about −3πΛ²/L², or −0.38 %. The simulated surfaces gave −0.12 % and −0.36 % for the two cases. For large images both biases fall as 1/L², faster than the statistical error. For an image of a few correlation lengths they are serious, and the large-image formulas then overstate them. At L = 5Λ, subtracting a plane lowers the variance by 25 % on average, where the formula gives 38 %.

**When the covariance is not Gaussian**

For Gaussian heights with any covariance Δ²ρ(r) of finite range, the large-image argument gives

std(V)/Δ² = (1/L) [2 ∫ ρ(r)² d²r]^(1/2).

Take the exponential form ρ = exp(−√2 r/Λ). In this common convention Λ is no longer the 1/e distance, but √2 times that distance. Then

∫ ρ² d²r = 2π ∫₀^∞ r exp(−2√2 r/Λ) dr = 2π Λ²/8 = πΛ²/4,

and the error becomes √(π/2) Λ/L. For the same values of Λ and L it is 2.5 % instead of 3.5 %. The scaling with L is unchanged, and the drop by √2 comes from the convention for Λ. Written with the 1/e distance λ = Λ/√2, the error is √π λ/L, the same law as for the Gaussian form. Fitting both to one measured surface would in general give two different values of Λ.

If the heights themselves are not Gaussian, the relation cov(h₁², h₂²) = 2C² no longer holds in general. An excess of rare high or deep features raises var(h²) above 2Δ⁴, and the error must then be found from the measured correlation of h², or from the scatter between separate images.

**Errors that a larger image does not cure**

The statistical error describes a perfect instrument. A real one has limited lateral resolution. As a simple model, let the recorded height be the true height averaged with the weight exp(−r²/w²)/(πw²). The covariance of the recorded heights at separation d is then the average of C(d + t − t′) over two independent displacements t and t′ drawn from this weight.

Along one axis each displacement has the variance w²/2, so their difference is normal with variance w². The factor exp(−x²/Λ²) is √π Λ times a normal density of variance Λ²/2. Averaging over the displacement adds the variances, to Λ²/2 + w², and gives

[Λ/√(Λ² + 2w²)] exp(−d²/(Λ² + 2w²)),

where d is now the separation along that axis. Two axes together multiply the height variance by

Λ²/(Λ² + 2w²)

and lengthen the correlation length to √(Λ² + 2w²). For a chosen w = 1.0 nm the factor is 4/(4 + 2) = 0.67. The measured variance is 33 % too low, almost ten times the statistical error. The correlation length rises to 2.45 nm, and the scatter of the blurred variance, relative to its own mean, rises to 4.3 %. A larger image reduces this scatter but leaves the 33 % untouched.

Two smaller effects raise the variance above Δ². The first is an error of the instrument, the second a property of the surface that the Gaussian model leaves out. Independent instrument noise adds its own variance. For a chosen 0.03 nm rms this is (0.03/0.30)² = 1.0 % of Δ².

Heights on a crystal surface also come in atomic steps. On silicon (001) the step is a quarter of the lattice parameter, s = 0.136 nm. Suppose a Gaussian height is rounded to the nearest multiple of s. The probability of each level is the Gaussian density integrated over a cell of width s. This equals s times the density, at that level, of the height plus an independent number spread evenly over ±s/2. Since Δ is more than twice s, that density is smooth on the scale of s, and a sum over levels can be replaced by an integral. The variance is then Δ² + s²/12, which is 1.7 % above Δ².

**Reading the result for a real channel**

Rms heights of a few tenths of a nanometre and correlation lengths of one to a few nanometres are the rough range used for silicon channels under an oxide, and the example lies within it. In a height image from a scanning probe, the assumption of perfect resolution needs particular care, because a tip cannot reach the bottom of a hollow that is more sharply curved than the end of the tip. The blur of 1 nm was chosen for illustration. With w = Λ the linear model would leave only one third of the variance. These losses hold for the Gaussian covariance. Silicon–oxide interfaces are often described by an exponential one, which, for the same Δ and Λ in the forms used here, has more roughness at short wavelengths, below about 3.7 nm in this example. With the form exp(−√2 r/Λ), Λ = 2.0 nm and w = 1.0 nm, the blur would remove 55 % of the variance instead of 33 %. Part of the difference comes from the shorter 1/e distance of this form, Λ/√2 = 1.4 nm. A real tip follows the surface in a nonlinear way, so these figures illustrate how a blur acts and are not a correction to apply.

The consequence for transport depends on what is taken from the image. In the Born approximation for weak roughness the scattering potential is linear in h, so the scattering rate is proportional to Δ² at fixed Λ. A roughness-limited mobility computed with Λ held fixed then varies as 1/Δ² and inherits the relative error of 3.5 %. If the blurred variance were used with the true Λ, the same mobility would come out too high by a factor 1/0.67 = 1.5.

If both variance and correlation length are taken from the blurred image, their errors partly compensate. The product of the variance and the squared correlation length is

[Δ²Λ²/(Λ² + 2w²)] (Λ² + 2w²) = Δ²Λ²,

the same as without blur. Up to a factor π this product is the integral of C over the plane, which is the roughness power at long wavelengths. The blur removes power at short wavelengths, so the compensation fails for scattering through wavevectors comparable with 1/w or larger. A silicon (001) inversion layer can reach this range. Take a degenerate two-valley electron gas in its lowest subband, without screening, and w = 1.0 nm. The mobility computed from the blurred Gaussian spectrum is then too high by a factor of about 1.05 at 10¹² cm⁻², but about 1.5 at 10¹³ cm⁻², where the largest scattering wavevector 2k_F is 1.1 nm⁻¹ and little of the compensation is left.

For a large image with adequate resolution and Gaussian heights, √π Λ/L gives the size needed for a chosen precision, provided Λ is the 1/e distance of a Gaussian or exponential covariance. For another shape or another convention the prefactor comes from the integral of ρ² given above. It requires a value of Λ, and a relative error in Λ passes unchanged into the estimated error. The remaining values for this example are in the numerical output below.

Computed results

```
rms height Delta: 0.30 nm
correlation length Lambda: 2.0 nm
image side L: 100 nm
ratio L/Lambda: 50
true height variance: 0.0900 nm^2
relative error of variance, large-image law: 3.545 %
relative error of variance, finite L: 3.517 %
standard error of variance: 0.00319 nm^2
relative error of rms height: 1.772 %
standard error of rms height: 0.00532 nm
independent patches: 1592
area of one patch: 6.283 nm^2
side for 1 % error of variance: 354.5 nm
simulated images: 6000
simulated relative error of variance: 3.46 %
simulated relative error of rms height: 1.73 %
simulated share within one standard error: 69.9 %
L/Lambda = 1: finite-L error 108.04 %, large-image law 177.25 %
L/Lambda = 3: finite-L error 51.23 %, large-image law 59.08 %
L/Lambda = 10: finite-L error 17.02 %, large-image law 17.72 %
L/Lambda = 50: finite-L error 3.52 %, large-image law 3.54 %
25 pixels per side, spacing 4.00 nm: true error 5.66 %, if independent 5.66 %
50 pixels per side, spacing 2.00 nm: true error 3.58 %, if independent 2.83 %
100 pixels per side, spacing 1.00 nm: true error 3.52 %, if independent 1.41 %
400 pixels per side, spacing 0.25 nm: true error 3.52 %, if independent 0.35 %
bias from subtracting image mean: -0.126 %
bias from subtracting fitted plane: -0.377 %
simulated mean-subtraction bias: -0.121 %
simulated plane-subtraction bias: -0.362 %
blur width w: 1.0 nm
bias from blur: -33.3 %
correlation length after blur: 2.449 nm
relative error after blur: 4.34 %
instrument noise: 0.03 nm rms
bias from instrument noise: 1.00 %
silicon (001) step height a/4: 0.1358 nm
bias from rounding to atomic steps: 1.71 %
exponential covariance, large-image law: 2.507 %
exponential covariance, finite L: 2.484 %
```
